# Dipole K- and L-edge intensities from LAPW coefficients at cubic sites

**Question**

I have band states from an LAPW calculation of a cubic crystal and want the X-ray absorption strength at the K and L$_{2,3}$ edges. Inside the absorbing atom's sphere, my final states are

$$\psi(\mathbf r)=\sum_{lm}\left[A_{lm}u_l(r)+B_{lm}\dot u_l(r)\right]Y_{lm}(\hat{\mathbf r}).$$

I can compute the radial dipole integrals of the core function with $u_l$ and with $\dot u_l$. My plan was to square each integral, multiply by $\sum_m|A_{lm}|^2$ or $\sum_m|B_{lm}|^2$, and add the results for $l=l_c\pm1$, where $l_c$ belongs to the core shell.

Three things stop me. Is it right to square the $u$ and $\dot u$ parts separately? What angular factor multiplies each $l$? And for a $p$ core, both $s$ and $d$ waves contribute to the same final state, so why should they not interfere? I suspect that cubic symmetry matters, but I can't see where it enters.

**Answer**

The $u$ and $\dot u$ parts must be added before squaring, because they belong to the same partial wave. The $s$ and $d$ parts do interfere for a given state and polarisation, but that interference vanishes on averaging over three perpendicular polarisations or, with cubic symmetry, over the star of $\mathbf k$. The derivation below shows where each statement comes from.

I assume one-electron, nonrelativistic, electric-dipole transitions, with no relaxation around the core hole. The final states are empty and spin-degenerate, with no spin-orbit coupling of their own. The light is linearly polarised along a real unit vector $\boldsymbol\varepsilon$, and $\mathbf r$ is measured from the absorbing nucleus.

**From transition rate to cross section**

For a field $\boldsymbol\varepsilon E_0\cos\omega t$, the perturbation of an electron is $eE_0\,\boldsymbol\varepsilon\cdot\mathbf r\cos\omega t$. Absorption comes from the half of the cosine that varies as $e^{-i\omega t}$, so the golden rule gives

$$W=\frac{2\pi}{\hbar}\frac{e^2E_0^2}{4}\sum_f|\langle f|\boldsymbol\varepsilon\cdot\mathbf r|i\rangle|^2\,\delta(E_f-E_i-\hbar\omega).$$

The photon flux is the mean intensity divided by the photon energy, $\varepsilon_0cE_0^2/(2\hbar\omega)$. Dividing $W$ by it leaves the prefactor $\pi e^2\omega/(\varepsilon_0c)$. With $e^2=4\pi\varepsilon_0\hbar c\,\alpha$, this becomes

$$\sigma(\omega)=4\pi^2\alpha\,\hbar\omega\sum_f|\langle f|\boldsymbol\varepsilon\cdot\mathbf r|i\rangle|^2\,\delta(E_f-E_i-\hbar\omega).$$

A filled core shell requires a further sum over its initial states. If $\psi$ is normalised to one unit cell, the sum over $\mathbf k$ becomes an average over the Brillouin zone: a crystal of $N$ cells has $N$ wave vectors, and each state has a fraction $1/N$ of its norm in the absorbing cell.

**What $u$, $\dot u$, $A$ and $B$ contain**

Let $h_l$ be the radial Hamiltonian in the sphere of radius $R$. The function $u_l(r;E)$ obeys $(h_l-E)u_l=0$ and is normalised at every $E$. Differentiating both statements at the linearisation energy $E_l$ gives

$$(h_l-E_l)\dot u_l=u_l,\qquad \langle u_l|\dot u_l\rangle=0.$$

Multiply the first equation by $u_l$ and integrate over the sphere. Since $(h_l-E_l)u_l=0$, only the surface term of the kinetic energy remains:

$$1=-\frac{\hbar^2}{2m}R^2\left(u_l\dot u_l'-u_l'\dot u_l\right)_R .$$

The determinant $D_l=(u_l\dot u_l'-u_l'\dot u_l)_R=-2m/(\hbar^2R^2)$ is therefore nonzero, and value and slope can both be matched at the sphere. The plane wave to be matched is

$$\frac{e^{i\mathbf q\cdot\mathbf r}}{\sqrt\Omega}=\frac{4\pi}{\sqrt\Omega}\sum_{lm}i^l j_l(qr)\,Y^*_{lm}(\hat{\mathbf q})\,Y_{lm}(\hat{\mathbf r}),$$

where $\Omega$ is the cell volume. Matching means $a_lu_l+b_l\dot u_l=j_l(qR)$ and $a_lu_l'+b_l\dot u_l'=qj_l'(qR)$, so

$$a_l=\frac{j_l\dot u_l'-qj_l'\dot u_l}{D_l},\qquad b_l=\frac{u_l\,qj_l'-u_l'j_l}{D_l}.$$

If the band state has plane-wave coefficients $c_{\mathbf q}$, then $A_{lm}=(4\pi i^l/\sqrt\Omega)\sum_{\mathbf q}c_{\mathbf q}Y^*_{lm}(\hat{\mathbf q})a_l(q)$. Replacing $a_l$ by $b_l$ gives $B_{lm}$. With these definitions $A$ is dimensionless and $B$ is an energy.

**The radial part: add, then square**

Write the core orbital as $R_c(r)Y_{l_cm_c}$, with $R_c$ real and negligible outside the sphere. Define

$$\rho_l=\int_0^R R_cu_l\,r^3dr,\qquad \dot\rho_l=\int_0^R R_c\dot u_l\,r^3dr,\qquad C_{lm}=A_{lm}\rho_l+B_{lm}\dot\rho_l .$$

Two powers of $r$ come from the volume element and one from the dipole operator. With $\mathbf n=\mathbf r/r$, the matrix element is

$$\langle\psi|\boldsymbol\varepsilon\cdot\mathbf r|\varphi_{m_c}\rangle=\sum_{lm}C^*_{lm}\,\langle lm|\boldsymbol\varepsilon\cdot\mathbf n|l_cm_c\rangle .$$

The functions $u_l$ and $\dot u_l$ multiply the same $Y_{lm}$, so they share one angular integral and their amplitudes add. The partial-wave strength is

$$T_l=\sum_m|C_{lm}|^2=\rho_l^2\sum_m|A_{lm}|^2+\dot\rho_l^2\sum_m|B_{lm}|^2+2\rho_l\dot\rho_l\,\mathrm{Re}\sum_mA^*_{lm}B_{lm}.$$

Your recipe omits the last term. Near $E_l$ that term matters more than the $\dot u$ square, as the energy dependence shows. In a spherical potential, the exact radial function at band energy $E$ is proportional to $u_l(r;E)\approx u_l+\delta\,\dot u_l$, with $\delta=E-E_l$. Hence $B_{lm}\approx\delta A_{lm}$. In this approximation the mixed term is linear in $\delta$ and changes sign at $E_l$, whereas the $\dot u$ square is quadratic.

The same argument connects $T_l$ to the partial charge in the sphere, $q_l=\sum_m(|A_{lm}|^2+\langle\dot u_l|\dot u_l\rangle|B_{lm}|^2)$. To first order in $\delta$, $q_l\approx\sum_m|A_{lm}|^2$ and $\rho_l(E)\approx\rho_l+\delta\dot\rho_l$, so

$$T_l\approx q_l\,\rho_l(E)^2 .$$

Summed over states, this is a partial density of states multiplied by a squared radial integral.

**The angular factor**

For one spin direction, let $I(\boldsymbol\varepsilon)=\sum_{m_c}|\langle\psi|\boldsymbol\varepsilon\cdot\mathbf r|\varphi_{m_c}\rangle|^2$. First average over the polarisations $x,y,z$:

$$\bar I=\frac13\sum_{lm,\,l'm'}C^*_{lm}C_{l'm'}\langle lm|K|l'm'\rangle,\qquad K=\sum_{a=x,y,z}n_aP_{l_c}n_a,$$

where $P_{l_c}=\sum_{m_c}|l_cm_c\rangle\langle l_cm_c|$. By the addition theorem, the projector onto angular momentum $l$ has the kernel

$$P_l(\mathbf n,\mathbf n')=\frac{2l+1}{4\pi}\,\mathcal P_l(\mathbf n\cdot\mathbf n'),$$

with $\mathcal P_l$ the Legendre polynomial. The sum over $a$ supplies a factor $\sum_an_an_a'=\mathbf n\cdot\mathbf n'=x$. Using the recurrence $(2l_c+1)x\mathcal P_{l_c}=(l_c+1)\mathcal P_{l_c+1}+l_c\mathcal P_{l_c-1}$,

$$K(\mathbf n,\mathbf n')=\frac{(l_c+1)\mathcal P_{l_c+1}(x)+l_c\mathcal P_{l_c-1}(x)}{4\pi}.$$

Each Legendre polynomial is again a projector kernel, apart from its factor $(2l+1)/4\pi$. Therefore

$$K=\frac{l_c+1}{2l_c+3}\,P_{l_c+1}+\frac{l_c}{2l_c-1}\,P_{l_c-1},$$

where the second term is absent for $l_c=0$. This gives the selection rule $l=l_c\pm1$ and shows that $K$ has no elements between different $l$ or different $m$. With $l_>=\max(l,l_c)$, both coefficients are $l_>/(2l+1)$, so

$$\bar I=\sum_{l=l_c\pm1}\frac{l_>}{3(2l+1)}\,T_l .$$

No crystal symmetry has been used. For each individual state, the average over three polarisations removes the $s$–$d$ interference.

**Where cubic symmetry enters**

An experiment with one fixed polarisation does not perform that average, but a cubic site does it for you. Define the tensor

$$M_{ab}=\sum_{m_c}\langle\psi|r_a|\varphi_{m_c}\rangle\langle\varphi_{m_c}|r_b|\psi\rangle,\qquad I(\boldsymbol\varepsilon)=\sum_{ab}\varepsilon_aM_{ab}\varepsilon_b .$$

A site-symmetry operation $O$ turns a state at $\mathbf k$ into one at $O\mathbf k$ with the same energy. The filled core shell is unchanged, and $M$ becomes $OMO^T$. Average $M$ over the star, meaning all wave vectors $O\mathbf k$, and sum over any degenerate bands. The result must satisfy $\bar M=O\bar MO^T$ for every $O$.

A twofold rotation about $z$ reverses $x$ and $y$, which forces $\bar M_{xz}=\bar M_{yz}=0$. A twofold rotation about $x$ forces $\bar M_{xy}=0$. The threefold rotation $x\to y\to z\to x$ makes the diagonal elements equal. Every cubic point group contains these rotations, so $\bar M$ is its trace divided by three, times the unit matrix. Each linear polarisation then gives the polarisation average $\bar I$.

The $s$–$d$ part of $M$ transforms in the same way, so its star average is also a multiple of the unit matrix. Its trace is zero by the previous section, and hence it vanishes.

**K and L edges**

For the K edge, $l_c=0$, $l=1$ and $l_>=1$. For the L edges, $l_c=1$: the $s$ wave has $l_>=1$ and the $d$ wave has $l_>=2$. Thus, per spin,

$$I_K=\frac{T_1}{9},\qquad I_L=\frac{T_0}{3}+\frac{2T_2}{15},$$

with $T_l$ averaged over the star. Since the $l=2$ part of $K$ is a multiple of the whole projector $P_2$, $e_g$ and $t_{2g}$ components have the same factor $2/15$.

To split $I_L$ into L$_3$ and L$_2$, use the projectors onto $j=3/2$ and $j=1/2$. In units of $\hbar^2$, $\mathbf L\cdot\mathbf S$ equals $1/2$ and $-1$ on these levels. Requiring each projector to be 1 on its own level and 0 on the other gives

$$P_{3/2}=\tfrac23+\tfrac23\,\mathbf L\cdot\mathbf S,\qquad P_{1/2}=\tfrac13-\tfrac23\,\mathbf L\cdot\mathbf S .$$

Both final spins have the same orbital and energy, so we take the trace over spin. The trace of $\mathbf S$ is zero and that of the unit matrix is 2. The spin-summed strengths are therefore $I_{L_3}=\tfrac43I_L$ and $I_{L_2}=\tfrac23I_L$, provided that both levels share the same $R_c$. For the K edge the spin sum is $2I_K$. With spin-orbit coupling in the final states, this trace is no longer justified and the 2:1 ratio is not guaranteed. Collinear spin polarisation alone also spoils the trace, but for linear polarisation the ratio survives. For a final spin along $\pm z$ the $\mathbf L\cdot\mathbf S$ term contributes $\pm\tfrac12\langle\psi|\boldsymbol\varepsilon\cdot\mathbf r\,L_z\,\boldsymbol\varepsilon\cdot\mathbf r|\psi\rangle$, with $L_z$ acting within the core shell. This operator is Hermitian and purely imaginary, so its expectation value cancels between $\psi$ at $\mathbf k$ and $\psi^*$ at $-\mathbf k$, which has the same spin and energy.

**A worked case**

Take a model simple-cubic crystal with lattice constant 0.30 nm and sphere radius 0.13 nm. The potential in the sphere is a screened Coulomb attraction with charge number 20 and screening length 0.02 nm; outside it is zero. I use $E_l=15$ eV for all $l$. The core levels lie at $-4134.43$ eV (1s) and $-317.29$ eV (2p). The 2p probability beyond 0.10 nm is below $2\times10^{-7}$, so confining the core to the sphere is a good approximation. The figures below use core orbitals forced to zero at the sphere radius. An unconfined 2p orbital raises $\rho_2$ by about 0.1% and $T_2$ by about 0.25%.

At $\mathbf k=(0.1,0.2,0.3)\,2\pi/a$, with $a$ the lattice constant, the fifth band lies at 16.034 eV, or $\delta=1.034$ eV, for a plane-wave cutoff of 55 nm$^{-1}$ and $l\le10$. Raising the cutoff to 65 nm$^{-1}$ lowers this energy by 0.002 eV, so the last digit is not converged. The strengths are less accurate than the energy: $T_1$ and $T_2$ below lie about 1% and 2% under their values at a cutoff of 95 nm$^{-1}$ with $l\le16$. The figures belong to the 55 nm$^{-1}$ basis, and their digits are kept only so that the arithmetic can be followed. For the K edge,

- $\rho_1=4.8055\times10^{-4}$ nm and $\dot\rho_1=1.6769\times10^{-5}$ nm/eV;
- $\sum|A|^2=0.34812$, $\sum|B|^2=0.30029$ eV² and $\mathrm{Re}\sum A^*B=0.32332$ eV.

The three terms of $T_1$, in the order given earlier, are

$$T_1=(8.0393+0.0084+0.5211)\times10^{-8}=8.569\times10^{-8}\ \text{nm}^2 .$$

Dropping the mixed term would lower $T_1$ by 6.1%, while dropping the $\dot u$ square would lower it by only 0.1%. Division by 9 gives $I_K=9.521\times10^{-9}$ nm².

For the L edge, the same steps give $T_0=9.729\times10^{-8}$ nm² and $T_2=1.9876\times10^{-7}$ nm², so

$$I_L=\frac{9.729\times10^{-8}}3+\frac{2(1.9876\times10^{-7})}{15}=(3.243+2.650)\times10^{-8}=5.893\times10^{-8}\ \text{nm}^2 .$$

The $s$ part is the larger one, although the $s$ charge is only 0.0081 against 0.0587 for $d$. The angular factor favours $s$ by $(1/3)/(2/15)=2.5$, and the squared radial integral $\rho_l^2$ favours it by $(3.4575/1.8019)^2=3.7$. Together these outweigh the charge ratio of 7.3. The $s$ part is the larger one in each of the six lowest bands of this model at this $\mathbf k$, but that is a property of the model, not a general rule for L edges.

The partial-charge estimate $q_l\rho_l(E)^2$ exceeds $T_l$ by 0.9% for $p$, 0.1% for $s$ and 1.6% for $d$. These differences come mainly from the $B$ coefficients of the computed state: $\mathrm{Re}\sum A^*B/\sum|A|^2$ is 0.93 eV for $p$ and 0.76 eV for $d$, compared with $\delta=1.034$ eV. The relation $B\approx\delta A$ itself holds well, since the radial function solved at the band energy and projected on $u_l$ and $\dot u_l$ gives 1.05 eV for both. The shortfall comes from the plane-wave cutoff: at 95 nm$^{-1}$ both ratios are 1.04 eV, and the strengths become $T_1=8.65\times10^{-8}$ nm² and $T_2=2.02\times10^{-7}$ nm². For $p$ and $d$, the partial-charge estimate from the smaller basis is closer to these values than $T_l$ from the same basis. The intensities are less sensitive because $\dot\rho_l$ times one electronvolt is small compared with $\rho_l$.

The role of symmetry is visible in the K strengths at this single $\mathbf k$:

| Polarisation | $I$ at one $\mathbf k$ (nm²) |
|---|---|
| $x$ | $1.478\times10^{-9}$ |
| $y$ | $1.162\times10^{-8}$ |
| $z$ | $1.546\times10^{-8}$ |

Their mean is $I_K$, but none of them equals it. Averaging over all 48 wave vectors of the cubic star gives $9.521\times10^{-9}$ nm² for each polarisation. A tetragonal star of 16 wave vectors leaves $6.55\times10^{-9}$ nm² for $x$ and $1.546\times10^{-8}$ nm² for $z$. At the single $\mathbf k$, the largest element of the $s$–$d$ interference tensor is the off-diagonal $yz$ element, 1.2 times $I_L$ in magnitude, which acts only when $\boldsymbol\varepsilon$ has both $y$ and $z$ components. The diagonal elements, which act for $x$, $y$ or $z$ polarisation, reach at most 0.24 times $I_L$. The whole interference tensor cancels over the star: after the cubic average it is zero to rounding error. The numerical check obtains these tensors by three-dimensional quadrature of the dipole integral, without using the angular factors.

Finally, integrate the cross section over photon energy. Let this one star represent the whole zone, which is a coarse sampling, and take the band as empty. With $4\pi^2\alpha=0.2881$ and a K photon energy of $16.03+4134.43=4150.5$ eV (rounded from the unrounded levels),

$$\int\sigma_K\,d(\hbar\omega)=0.2881\times4150.5\ \text{eV}\times2(9.521\times10^{-9}\ \text{nm}^2)=2.28\times10^{-5}\ \text{nm}^2\,\text{eV},$$

or 0.228 Mb eV. At 333.3 eV, neglecting the L$_3$–L$_2$ splitting, the corresponding areas are $7.55\times10^{-6}$ nm² eV (0.0755 Mb eV) for L$_3$ and $3.77\times10^{-6}$ nm² eV (0.0377 Mb eV) for L$_2$.

**When to change the formula**

If your basis includes a local orbital, its radial function adds another term to $C_{lm}$; again, add it before squaring. If the crystal is cubic but the site is not, the space-group operations carry the site into its equivalent atoms. The star-averaged tensor summed over those atoms is again invariant under the cubic rotations, so the formula still gives the measured strength per atom. In a noncubic crystal, keep the tensor $\bar M$, summed over equivalent atoms, and contract it with the actual polarisation, including the $s$–$d$ terms. If the core hole strongly changes the final states, $T_l$ from the ground-state bands is no longer sufficient, even though the site is cubic. Strong coupling of the hole to an open shell calls for a many-electron treatment.

## Table of computed values

```
lattice constant 0.30 nm, sphere radius 0.13 nm
charge 20, screening length 0.02 nm, E_l 15.0 eV
k = (0.1, 0.2, 0.3) * 20.9440 /nm, star size 48
plane-wave cutoff 55 /nm, l up to 10
empty-lattice error within 5 eV of E_l: 3.4e-04 eV
1s energy -4134.43 eV, probability beyond 0.10 nm 1.6e-24
2p energy -317.29 eV, probability beyond 0.10 nm 1.4e-07
angular factor lc=0 -> l=1: 0.111111
angular factor lc=1 -> l=0: 0.333333
angular factor lc=1 -> l=2: 0.133333
angular factor lc=2 -> l=1: 0.222222
angular factor lc=2 -> l=3: 0.142857
lc=0 l=1: rho 4.8055e-04 nm, rhodot 1.6769e-05 nm/eV
lc=1 l=0: rho 3.4575e-03 nm, rhodot 2.0800e-05 nm/eV
lc=1 l=2: rho 1.8019e-03 nm, rhodot 4.9941e-05 nm/eV
chosen band 5, energy 16.034 eV, cutoff 65/nm shift -1.9e-03 eV
l=1: sum|A|^2 0.34812, sum|B|^2 0.30029 eV^2, Re sum A*B 0.32332 eV
  u term 8.0393e-08, udot term 8.4439e-11 nm^2
  mixed term 5.2108e-09, T 8.5688e-08 nm^2
  charge 0.34840, charge*rho(E)^2 8.6433e-08 nm^2
l=0: sum|A|^2 0.00805, sum|B|^2 0.00674 eV^2, Re sum A*B 0.00737 eV
  u term 9.6228e-08, udot term 2.9166e-12 nm^2
  mixed term 1.0595e-09, T 9.7291e-08 nm^2
  charge 0.00806, charge*rho(E)^2 9.7410e-08 nm^2
l=2: sum|A|^2 0.05871, sum|B|^2 0.03450 eV^2, Re sum A*B 0.04463 eV
  u term 1.9064e-07, udot term 8.6048e-11 nm^2
  mixed term 8.0325e-09, T 1.9876e-07 nm^2
  charge 0.05872, charge*rho(E)^2 2.0194e-07 nm^2
I_K formula 9.52089e-09, star quadrature 9.52089e-09 nm^2
I_L formula 5.89309e-08, star quadrature 5.89309e-08 nm^2
I_L parts: s 3.2430e-08, d 2.6501e-08 nm^2
single k, I_K for x, y, z: 1.478e-09 1.162e-08 1.546e-08 nm^2
single k, I_L for x, y, z: 4.833e-08 6.440e-08 6.407e-08 nm^2
tetragonal star, I_K for x 6.551e-09, z 1.546e-08 nm^2
largest s-d interference / I_L: single k 1.196, star 3e-15
spin-summed shares of I_L: L3 1.3333, L2 0.6667
band 1: E -0.36 eV, I_K 1.97e-10, I_L s 9.13e-07, d 1.11e-10 nm^2
band 2: E 6.01 eV, I_K 2.91e-09, I_L s 4.54e-07, d 4.09e-09 nm^2
band 3: E 9.22 eV, I_K 6.29e-09, I_L s 2.21e-07, d 9.58e-09 nm^2
band 4: E 12.29 eV, I_K 1.02e-08, I_L s 1.17e-07, d 1.80e-08 nm^2
band 5: E 16.03 eV, I_K 9.52e-09, I_L s 3.24e-08, d 2.65e-08 nm^2
band 6: E 17.82 eV, I_K 1.07e-08, I_L s 2.83e-07, d 3.03e-08 nm^2
K: photon 4150.47 eV, integrated cross section 2.2768e-05 nm^2 eV = 2.2768e-01 Mb eV
L3: photon 333.32 eV, integrated cross section 7.5452e-06 nm^2 eV = 7.5452e-02 Mb eV
L2: photon 333.32 eV, integrated cross section 3.7726e-06 nm^2 eV = 3.7726e-02 Mb eV
```
